# How much of the applied voltage moves graphene's Fermi level?: a numerical check

```python
# Result under test: graphene in series with a Helmholtz layer.
#   C_Q = 2 e^2 |mu| / (pi hbar^2 v^2)          (zero temperature, per area)
#   total share        |mu|/(e|V|)     = 2 / (1 + sqrt(1 + 2u))
#   differential share d|mu|/d(e|V|)   = 1 / sqrt(1 + 2u) = C_H/(C_H + C_Q)
# mu: Fermi level from the Dirac point; V: potential from the neutral point;
# C_H: Helmholtz capacitance; u = e|V|/mu_star; mu_star: mu where C_Q = C_H.
# Internal units: eV, nm, V, and e/(V nm^2) for capacitance per area.
# All voltages below are magnitudes, on the electron-doped side.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

velocity = 1.0e6                                  # m/s
helmholtz_uF = 10.0                               # microfarad/cm^2
temperature = 300.0                               # K
lattice_constant = 0.246                          # nm
voltages = [0.1, 0.5, 1.0]                        # V

to_uF = sc.e * 1e18 * 100                         # e/(V nm^2) -> microfarad/cm^2
hbar_v = sc.hbar * velocity / sc.e * 1e9          # eV nm
c_h = helmholtz_uF / to_uF
kT = sc.k * temperature / sc.e
hartree_eV = sc.physical_constants["Hartree energy in eV"][0]


# ---- derived formulas -------------------------------------------------
def quantum_capacitance(mu):
    return 2 * abs(mu) / (np.pi * hbar_v**2)


def thermal_capacitance(mu):
    x = mu / kT
    log_term = 2 * np.logaddexp(x / 2, -x / 2)    # ln(2 + 2 cosh x)
    return 2 * kT * log_term / (np.pi * hbar_v**2)


mu_star = np.pi * hbar_v**2 * c_h / 2


def fermi_level(volt):
    return mu_star * (np.sqrt(1 + 2 * volt / mu_star) - 1)


def total_share(volt):
    return 2 / (1 + np.sqrt(1 + 2 * volt / mu_star))


def step_share(volt):
    return 1 / np.sqrt(1 + 2 * volt / mu_star)


# ---- independent road 1: minimise the energy at fixed potential --------
def minimised_fermi_level(volt):
    def grand_energy(k_f):
        # four cones: two spins, two valleys; ring 2 pi k dk / (2 pi)^2
        ring = lambda k: 4 * 2 * np.pi * k / (2 * np.pi)**2
        density = quad(ring, 0, k_f)[0]
        band = quad(lambda k: ring(k) * hbar_v * k, 0, k_f)[0]
        return band + density**2 / (2 * c_h) - volt * density
    best = minimize_scalar(grand_energy, bounds=(0, volt / hbar_v),
                           method="bounded", options={"xatol": 1e-10})
    return hbar_v * best.x


for volt in voltages:
    mu_min = minimised_fermi_level(volt)
    assert abs(mu_min / volt - total_share(volt)) < 1e-5
    assert abs(mu_min - fermi_level(volt)) < 1e-5
    h = 0.02
    slope = (minimised_fermi_level(volt + h)
             - minimised_fermi_level(volt - h)) / (2 * h)
    # tolerance covers the finite-difference truncation error
    assert abs(slope - step_share(volt)) < 1e-3

volt_half_step = 1.5 * mu_star
volt_half_total = 4 * mu_star
h = 0.02
slope = (minimised_fermi_level(volt_half_step + h)
         - minimised_fermi_level(volt_half_step - h)) / (2 * h)
assert abs(slope - 0.5) < 1e-3
assert abs(minimised_fermi_level(volt_half_total) / volt_half_total - 0.5) < 1e-5

# ---- independent road 2: honeycomb lattice, whole Brillouin zone -------
hopping = 2 * hbar_v / (np.sqrt(3) * lattice_constant)
cell_area = np.sqrt(3) / 2 * lattice_constant**2
phase = np.exp(2j * np.pi * np.arange(900) / 900)
band_energy = hopping * np.abs(1 + phase[:, None] + phase[None, :]).ravel()


def lattice_density(mu):
    upper = expit((mu - band_energy) / kT)
    lower = expit((mu + band_energy) / kT)
    return 2 / cell_area * np.mean(upper + lower - 1)


def lattice_capacitance(mu):
    upper = expit((mu - band_energy) / kT)
    lower = expit((mu + band_energy) / kT)
    return 2 / cell_area * np.mean(upper * (1 - upper)
                                   + lower * (1 - lower)) / kT


def lattice_fermi_level(volt):
    return brentq(lambda mu: mu + lattice_density(mu) / c_h - volt,
                  -0.01, volt, xtol=1e-11)


def thermal_cone_fermi_level(volt):
    charge = lambda mu: quad(thermal_capacitance, 0, mu)[0]
    return brentq(lambda mu: mu + charge(mu) / c_h - volt, 0, volt)


# tolerances of 1 percent cover the curvature of the real lattice band
for mu in [0.0, 0.1, fermi_level(0.5)]:
    assert abs(lattice_capacitance(mu) / thermal_capacitance(mu) - 1) < 0.01
mu_mid = fermi_level(0.5)
assert abs(lattice_capacitance(mu_mid) / quantum_capacitance(mu_mid) - 1) < 0.01

lattice_share = {}
for volt in voltages:
    mu_lat = lattice_fermi_level(volt)
    lattice_share[volt] = mu_lat / volt
    assert abs(mu_lat - thermal_cone_fermi_level(volt)) / volt < 0.003
    if volt >= 0.5:
        # here mu is far above kT, so the zero-temperature law must hold
        assert abs(lattice_share[volt] - total_share(volt)) < 0.01
        h = 0.01
        mu_hi, mu_lo = lattice_fermi_level(volt + h), lattice_fermi_level(volt - h)
        assert abs((mu_hi - mu_lo) / (2 * h) - step_share(volt)) < 0.01
        c_lat = (lattice_density(mu_hi) - lattice_density(mu_lo)) / (2 * h)
        c_q = quantum_capacitance(fermi_level(volt))
        assert abs(c_lat / (1 / (1 / c_q + 1 / c_h)) - 1) < 0.01

share_neutral = 1 / (1 + thermal_capacitance(0.0) / c_h)
tiny = 0.002
assert abs(lattice_fermi_level(tiny) / tiny - share_neutral) < 1e-3

# ---- worked example ----------------------------------------------------
print(f"velocity v = {velocity:.2e} m/s")
print(f"hbar v = {hbar_v:.4f} eV nm")
print(f"Helmholtz capacitance C_H = {helmholtz_uF:.1f} microfarad/cm^2")
print(f"1 e/(V nm^2) = {to_uF:.3f} microfarad/cm^2")
print(f"C_Q per eV of |mu| = {quantum_capacitance(1) * to_uF:.2f} microfarad/cm^2")
print(f"crossover level mu_star = {mu_star:.4f} eV")
for volt in voltages:
    mu = fermi_level(volt)
    density = mu**2 / (np.pi * hbar_v**2)
    c_q = quantum_capacitance(mu)
    print(f"--- |V| = {volt:.1f} V, zero temperature ---")
    print(f"u = {volt / mu_star:.4f} (no unit)")
    print(f"|mu| = {mu:.4f} eV")
    print(f"|n| = {density:.4f} nm^-2")
    print(f"voltage across Helmholtz layer = {density / c_h:.4f} V")
    print(f"C_Q = {c_q * to_uF:.3f} microfarad/cm^2")
    print(f"series C = {to_uF / (1 / c_q + 1 / c_h):.3f} microfarad/cm^2")
    print(f"total share = {total_share(volt):.4f} (no unit)")
    print(f"differential share = {step_share(volt):.4f} (no unit)")
    print(f"total share, lattice at 300 K = {lattice_share[volt]:.4f} (no unit)")
print("--- further numbers ---")
print(f"|mu| at 0.5 V = {mu_mid / hartree_eV:.5f} hartree")
wrong_mu = 0.5 * c_h / (c_h + quantum_capacitance(mu_mid))
print(f"|mu| at 0.5 V if C_Q is misused for the total share = {wrong_mu:.4f} eV")
print(f"|V| where differential share is 1/2 = {volt_half_step:.3f} V")
print(f"|V| where total share is 1/2 = {volt_half_total:.3f} V")
print(f"temperature = {temperature:.0f} K, k_B T = {kT:.5f} eV")
print(f"C_Q at mu = 0, 300 K = {thermal_capacitance(0) * to_uF:.3f} microfarad/cm^2")
print(f"share near V = 0 at 300 K = {share_neutral:.4f} (no unit)")
print(f"lattice constant = {lattice_constant:.3f} nm, hopping = {hopping:.3f} eV")
for volt in [0.5, 1.0]:
    mu = fermi_level(volt)
    excess = 100 * (lattice_capacitance(mu) / quantum_capacitance(mu) - 1)
    print(f"lattice C_Q excess over formula at |mu| = {mu:.3f} eV: {excess:.2f} percent")
print("no test failed")
```

Running it gives:

```
velocity v = 1.00e+06 m/s
hbar v = 0.6582 eV nm
Helmholtz capacitance C_H = 10.0 microfarad/cm^2
1 e/(V nm^2) = 16.022 microfarad/cm^2
C_Q per eV of |mu| = 23.54 microfarad/cm^2
crossover level mu_star = 0.4248 eV
--- |V| = 0.1 V, zero temperature ---
u = 0.2354 (no unit)
|mu| = 0.0904 eV
|n| = 0.0060 nm^-2
voltage across Helmholtz layer = 0.0096 V
C_Q = 2.128 microfarad/cm^2
series C = 1.755 microfarad/cm^2
total share = 0.9038 (no unit)
differential share = 0.8245 (no unit)
total share, lattice at 300 K = 0.8833 (no unit)
--- |V| = 0.5 V, zero temperature ---
u = 1.1771 (no unit)
|mu| = 0.3532 eV
|n| = 0.0916 nm^-2
voltage across Helmholtz layer = 0.1468 V
C_Q = 8.315 microfarad/cm^2
series C = 4.540 microfarad/cm^2
total share = 0.7063 (no unit)
differential share = 0.5460 (no unit)
total share, lattice at 300 K = 0.7031 (no unit)
--- |V| = 1.0 V, zero temperature ---
u = 2.3543 (no unit)
|mu| = 0.5901 eV
|n| = 0.2558 nm^-2
voltage across Helmholtz layer = 0.4099 V
C_Q = 13.893 microfarad/cm^2
series C = 5.815 microfarad/cm^2
total share = 0.5901 (no unit)
differential share = 0.4185 (no unit)
total share, lattice at 300 K = 0.5879 (no unit)
--- further numbers ---
|mu| at 0.5 V = 0.01298 hartree
|mu| at 0.5 V if C_Q is misused for the total share = 0.2730 eV
|V| where differential share is 1/2 = 0.637 V
|V| where total share is 1/2 = 1.699 V
temperature = 300 K, k_B T = 0.02585 eV
C_Q at mu = 0, 300 K = 0.844 microfarad/cm^2
share near V = 0 at 300 K = 0.9222 (no unit)
lattice constant = 0.246 nm, hopping = 3.090 eV
lattice C_Q excess over formula at |mu| = 0.353 eV: 0.46 percent
lattice C_Q excess over formula at |mu| = 0.590 eV: 1.27 percent
no test failed
```
